# Coercive field of a quartic ferroelectric with frozen spontaneous strain, part 2

How does the coercive field of a ferroelectric change when its strain cannot follow the reversal? The polarization \(P\) is uniform, lies along one fixed axis and moves with overdamped dynamics, with damping coefficient \(\gamma>0\). Units are SI unless stated. The energy density is

\[
F=\frac a2P^2+\frac{b_x}{4}P^4+\frac12x\cdot c\,x-P^2\,q\cdot x ,
\]

with \(a<0\), strains \(x\) measured from the nonpolar state, positive definite stiffness \(c\), coupling \(q\) and electrostriction \(Q=c^{-1}q\). The field is \(E=\partial F/\partial P\), and the stress \(\partial F/\partial x\) is positive in tension. At zero stress \(x=QP^2\), the quartic coefficient is \(b_s=b_x-2Q\cdot cQ>0\), and

\[
E_s=aP+b_sP^3,\qquad P_s^2=|a|/b_s,\qquad x_s=QP_s^2,\qquad E_c^{\rm free}=2|a|P_s/(3\sqrt3).
\]

Freezing all strains at the spontaneous value \(x_s\) multiplies the whole field curve, the coercive field and the zero-field barrier \(W_s=|a|P_s^2/4\) by \(r=b_x/b_s\). This law was checked numerically on twelve random materials. Write \(\delta=r-1\). For strain frozen at \(ux_s\), with \(1+\delta u>0\),

\[
\frac{E_c(u)}{E_c^{\rm free}}
=\frac{(1+\delta u)^{3/2}}{(1+\delta)^{1/2}} .
\]

Zero strain is \(u=0\). Freezing under a poling field \(E_p\) gives \(u=(P_0/P_s)^2\), where \(aP_0+b_sP_0^3=E_p\).

If only some strains are frozen,

\[
\frac{E_c^{\rm partial}}{E_c^{\rm free}}=\frac{b_p}{b_s},
\qquad b_s\le b_p\le b_x .
\]

For a plate whose in-plane strains are frozen and whose thickness strain \(x_3\) is free, \(b_p=b_x-2q_3^2/c_{33}\).

Neglecting the vacuum contribution, \(dE/dP=1/(\varepsilon_0\varepsilon)\). At \(P_s\) this slope is \(2|a|\) at zero stress and \(2r|a|\) with strain fixed at \(x_s\), so

\[
r=\frac{\varepsilon_{\rm free}}{\varepsilon_{\rm clamped}}
=\frac1{1-k^2},\qquad
k^2\equiv1-\frac{\varepsilon_{\rm clamped}}{\varepsilon_{\rm free}} .
\]

### How long the strain must stay frozen

Let the strain relax with a time \(\tau\):

\[
\gamma\frac{dP}{dt}=E-\frac{\partial F}{\partial P},\qquad
\tau\frac{dx}{dt}=QP^2-x=-c^{-1}\frac{\partial F}{\partial x}.
\]

At constant field the function \(G=F-EP\) changes at the rate

\[
\frac{dG}{dt}=-\gamma\left(\frac{dP}{dt}\right)^2
-\tau\,\frac{dx}{dt}\cdot c\,\frac{dx}{dt}\le0 .
\]

This follows from \(\partial G/\partial P=-\gamma\,dP/dt\) and \(\partial G/\partial x=-\tau c\,dx/dt\). For \(b_s>0\), \(G\) grows without limit at large \(P\) or \(x\), so the motion stays bounded and settles at an equilibrium. Every equilibrium has zero stress. When the reverse field exceeds \(E_c^{\rm free}\), the one remaining equilibrium lies on the reversed side.

A field between \(E_c^{\rm free}\) and \(rE_c^{\rm free}\) therefore does switch the crystal if it lasts long enough for the strain to relax. The factor \(r\) applies to pulses that end before that happens but are still long compared with \(\gamma/|a|\). A shorter pulse needs a higher field, because the polarization itself must have time to cross zero, and the ratio of the frozen and free thresholds is then smaller than \(r\). For slow strain, the delay is governed by the time in which \(u\) falls to the value where \(E_c(u)\) equals the applied field.

### Parameters for a uniaxial crystal

For numbers I take rough, rounded parameters in the range of strontium barium niobate at room temperature. This crystal is uniaxial, as the model requires, and its strain coupling is appreciable. The inputs are \(P_s=25\ \mu\mathrm{C/cm^2}\) and a stress-free relative permittivity of 900. The electrostriction is \(Q_{13}=-0.007\) and \(Q_{33}=0.030\ \mathrm{m^4/C^2}\). The stiffnesses \(c_{11},c_{12},c_{13},c_{33}\) are 240, 100, 60 and 130 GPa.

The slope \(2|a|\) at \(P_s\) fixes the quadratic coefficient:

\[
|a|=\frac1{2\varepsilon_0(900)}=6.27\times10^7\ \mathrm{m/F},
\]

\[
b_s=\frac{|a|}{(0.25\ \mathrm{C/m^2})^2}
=1.004\times10^9\ \mathrm{m^5/(C^2F)} .
\]

With equal in-plane strains, the elastic correction is

\[
2Q\cdot cQ=2\left[c_{33}Q_{33}^2+2(c_{11}+c_{12})Q_{13}^2
+4c_{13}Q_{13}Q_{33}\right].
\]

The three terms in the bracket are \(1.170\), \(0.333\) and \(-0.504\), in units of \(10^8\ \mathrm{m^5/(C^2F)}\). Twice their sum is \(2.00\times10^8\), so \(b_x=1.204\times10^9\) in the same unit as \(b_s\), and \(r=1.20\).

The coercive fields are

\[
E_c^{\rm free}=\frac{2}{3\sqrt3}(6.27\times10^7)(0.25)\ \mathrm{V/m}
=60\ \mathrm{kV/cm},
\]

\[
E_c^{\rm frozen}=1.20\,E_c^{\rm free}=72\ \mathrm{kV/cm}.
\]

The second value is 7.2 MV/m. The corresponding search on the full energy, with no use of the ratio formula, gives the same values. Holding the strain at zero gives 55 kV/cm, below the free value as derived. The clamped permittivity is 751, hence \(k^2=1-751/900=0.17\).

The spontaneous strains are \(-0.044\) percent in the plane and \(0.19\) percent along the axis. At \(P=0\), the frozen strain corresponds to an axial stress

\[
c_{33}x_3+2c_{13}x_1=191\ \mathrm{MPa},
\]

which is tensile, and to an in-plane compression of 36 MPa. In a fast reversal the interior carries this stress at the moment when \(P\) passes zero, provided that elastic waves from the free faces have not yet arrived. The stress vanishes again when \(P\) reaches \(-P_s\), where the frozen strain is the stress-free one. The zero-field barrier rises from 0.98 to 1.18 J/cm³, again by the factor \(r\).

### Switching times in the example

Take a reverse field of \(1.1E_c^{\rm free}\) and measure time in units of \(\gamma/|a|\). With \(\tau=0.01\), the polarization crosses zero after 10 units. With \(\tau=1000\), it does so after 918 units. With strictly frozen strain, it has not crossed after 10,000 units. These cases differ in the strain response alone.

The slow case can be followed with \(E_c(u)\). The frozen state fails when \((1+\delta u)^{3/2}=1.1\sqrt{1+\delta}\). For \(\delta=0.199\) this gives \(u=0.66\). The strain must lose about a third of its spontaneous value, which accounts for a delay comparable to \(\tau\).

The threshold itself was tested with frozen strain over 1000 units. A field 2 percent below \(rE_c^{\rm free}\) did not switch the polarization, and a field 2 percent above it did.

For a plate 1 µm thick and 100 µm wide with free faces, the acoustic transit times set the scale. Using a density of 5.3 g/cm³ and the speeds \(\sqrt{c_{33}/\rho}\) and \(\sqrt{c_{11}/\rho}\), they are 0.20 ns through the thickness and 15 ns across the width. The second value assumes a fixed thickness strain. When the thickness is free to follow, \(c_{11}\) is replaced by \(c_{11}-c_{13}^2/c_{33}\), and the transit across the width takes about 16 ns. Waves enter from both faces, so after a sudden change of polarization the mean thickness strain reaches its relaxed value in half the transit time. A reversal must therefore finish well within 0.10 ns for all strains to be nearly frozen. The model leaves \(\gamma\) open, so it does not show whether this crystal can reverse that fast by overdamped motion. The circuit sets a further limit. For a plate 100 µm square, taking \(P\) from \(P_s\) to zero moves 2.5 nC, which is 25 A over 0.10 ns at 7.2 V. A 7.2 V source behind 50 Ω would need at least 17 ns, longer than both transit times. On an intermediate scale the thickness can relax while the width cannot. If acoustic ringing is ignored, the partial result applies. With \(q_3=c_{33}Q_{33}+2c_{13}Q_{13}=3.06\times10^9\ \mathrm{m/F}\), it gives a ratio of 1.06 and a coercive field of 64 kV/cm. Most of the stiffening in this example is lost once the thickness is free. Ringing can remove the rest, because after a sudden change the mean thickness strain overshoots to twice its relaxed change. For a uniform polarization coupled to the undamped thickness wave, the threshold of a suddenly applied field that lasts many transit times is about 60 kV/cm when \(\gamma/|a|\) is one percent of the transit time and 63 kV/cm at ten percent. It returns to 64 kV/cm when the two times are comparable.

### Heat exchange has the same algebraic form

A reversal fast enough to freeze strain may also leave no time for heat to flow. Let \(a=\alpha(T-T_c)\), with the other coefficients independent of temperature and thermal expansion neglected. The polarization contributes \(-\alpha P^2/2\) to the entropy density. Neglect the heat produced by the damping, so that the entropy of the isolated crystal stays constant. With heat capacity \(C\) per volume at fixed \(P\) and strain, this means

\[
C\frac{dT}{T}=\alpha P\,dP,\qquad
T=T_0\exp\left[\frac{\alpha(P^2-P_s^2)}{2C}\right].
\]

For a small temperature change, the added field is

\[
\alpha(T-T_0)P\simeq b_TP(P^2-P_s^2),\qquad
b_T=\frac{T_0\alpha^2}{2C}.
\]

This is the cubic that frozen strain also adds. To this order, \(b_T\) is added to both quartic coefficients, and the ratio at constant entropy is \((b_x+b_T)/(b_s+b_T)\). It tends to \(r\) when \(C\to\infty\), because the temperature then stays constant.

I take \(T_0=300\) K, \(T_c=350\) K and \(C=2.1\ \mathrm{J/(cm^3K)}\), again as rough values. Then \(\alpha=|a|/(50\ \mathrm K)\) and \(b_T/b_s=0.11\). With the full exponential, the crystal cools by 5.6 K between \(P_s\) and \(P=0\). The free and frozen coercive fields become 67 and 79 kV/cm, and their ratio is 1.18. The neglected damping heat would make the cooling somewhat smaller and, for a suddenly applied field, lower both thresholds by less than 1 percent. With this \(\alpha\), thermal isolation raises both fields by more than half as much as frozen strain raises the isothermal one. That size depends on \(\alpha^2\), and the quartic model fixes \(\alpha\) poorly. The value used implies a Curie constant \(1/(\varepsilon_0\alpha)\) of \(9\times10^4\) K, whereas values reported for strontium barium niobate are roughly \(4\times10^5\) K. With the latter, \(b_T/b_s\) is about 0.005, the cooling is about 1.2 K, and the thermal rise is only a few percent of the strain effect. Comparing an isothermal free reversal with an adiabatic frozen one would mix the two effects.

### Other terms left out

A sixth-order energy adds a \(P^5\) term to the field. With \(p=P/P_s\), keep \(P_s\) and the stress-free permittivity fixed, and let \(|a|\) keep its numerical value above as half the inverse permittivity. The free curve is then

\[
\frac{E_s}{|a|P_s}=-(1-s)p+(1-2s)p^3+sp^5 .
\]

It vanishes at \(p=1\) and has slope 2 there for every \(s\). Frozen strain still adds \(\delta(p^3-p)\), but the curves are no longer proportional. For \(s=0.1\) the coercive ratio is 1.21. The ratio of quartic coefficients would be \((0.8+0.199)/0.8=1.25\), so the theorem fails, though at this small \(s\) the coercive ratio itself moves little. It grows with \(s\), to 1.24 at \(s=0.3\) and 1.28 at \(s=0.5\). The real crystal may lie further out. A Curie constant near \(4\times10^5\) K with \(T_c-T=50\) K requires \(s\approx0.78\), where the stress-free quartic coefficient is negative, the free field is about 34 kV/cm and the ratio is about 1.32.

Freezing the strain under a poling field of 20 kV/cm gives 75 kV/cm, or 1.24 times the free value. A temperature 10 K higher lowers the free and frozen fields to 43 and 52 kV/cm. Their ratio is unchanged because only \(a\) has changed.

A nonferroelectric layer at an electrode acts in a similar way. If its thickness is \(d\ll L\) in a film of thickness \(L\), and its permittivity is \(\varepsilon_d\), the applied field contains the additional term \(Pd/(L\varepsilon_0\varepsilon_d)\). This shifts \(a\) upward. For \(d=1\) nm, \(L=1\) µm and \(\varepsilon_d=30\), the two coercive fields are 55 and 66 kV/cm. The ratio is again \(r\), provided that the strain is frozen in the short-circuited film.

### Comparison with the real crystal

Ordinary measured coercive fields of strontium barium niobate are roughly a few kV/cm, more than ten times below the homogeneous values found here. The assumption that fails is uniform reversal: real crystals switch through domains that nucleate and grow. The material is also a relaxor, with local disorder that a single \(a\) and a sharp \(T_c\) do not represent, and its properties vary with composition. The calculated fields belong to a homogeneous limit and are not predictions for a bulk device.

Thermal activation matters in small volumes. The free barrier of a uniform 5 nm cube is \((0.98\ \mathrm{J/cm^3})(5\ \mathrm{nm})^3\), or about \(30k_BT\) at 300 K and zero field. It decreases as the reverse field approaches the coercive value, so such a volume can switch earlier. This estimate omits the energy of the cube's boundary.

The frozen field is about 0.14 of an assumed film breakdown field of 500 kV/cm, so breakdown does not exclude the homogeneous limit for that assumption. With a rough transverse permittivity of 450, the transverse stiffness at \(P_s\) is \(4|a|\). The initial state then resists rotation, but the stiffness along the rest of the path has not been calculated, and axial reversal remains an assumption. The numerical output below lists the values with more digits.

## Numbers as computed

```
Random materials tested: 12, ratios 1.02 to 3.60
Largest relative error of the law: 4.0e-15
Input spontaneous polarization: 25.0 uC/cm2
Input stress-free relative permittivity: 900
Input electrostriction Q13, Q33: -0.007, 0.030 m4/C2
Input stiffness c11, c12, c13, c33: 240, 100, 60, 130 GPa
Quadratic coefficient a: -6.2745e+07 m/F
Stress-free quartic coefficient: 1.0039e+09 m5/(C2 F)
Clamped quartic coefficient: 1.2038e+09 m5/(C2 F)
Ratio clamped/stress-free coefficient: 1.1991
Coercive field, stress-free: 60.38 kV/cm
Coercive field, strain frozen at spontaneous value: 72.39 kV/cm
Ratio of these coercive fields: 1.1991
Coercive field, strain held at zero: 55.14 kV/cm
Polarization at the instability: 14.43 uC/cm2
Clamped relative permittivity at P_s: 750.6
Coupling factor squared k^2: 0.1660
Spontaneous strain x1, x3: -0.0437, 0.1875 percent
Holding stress at P=0, in-plane, axial: -36.2, 191.2 MPa
Barrier, stress-free and frozen: 0.980, 1.176 J/cm3
Field 1.1 E_c, fast strain (time 0.01): switches at 10.1 damping/|a|
Field 1.1 E_c, slow strain (time 1000): switches at 918 damping/|a|
Field 1.1 E_c, frozen strain, switched within 10000: False
Only in-plane strain frozen: 63.73 kV/cm, ratio 1.0556
Sound transit, 1 um thickness: 0.20 ns
Sound transit, 100 um width: 14.9 ns
Input T, T_c: 300, 350 K; heat capacity 2.1 J/(cm3 K)
Input density: 5.3 g/cm3
Adiabatic cooling from P_s to P=0: 5.55 K
Adiabatic coercive field, stress-free: 67.10 kV/cm
Adiabatic coercive field, frozen: 79.12 kV/cm
Ratio of adiabatic coercive fields: 1.1791
Ratio with P^5 field term of 0.1 |a|P_s: 1.2129
Strain frozen under 20 kV/cm poling: 74.58 kV/cm, ratio 1.2352
10 K warmer, stress-free and frozen: 43.20, 51.80 kV/cm
1 nm dead layer (permittivity 30), both: 55.02, 65.98 kV/cm
Stress-free barrier of a 5 nm cube: 29.6 kT
Frozen field / rough film breakdown (500 kV/cm): 0.145
Transverse stiffness at P_s (permittivity 450) over |a|: 4.00
```
